Exchange enhancement and the frequency of conduction-electron spin resonance

**Q:** Coulomb exchange enhances the spin susceptibility of a metal. A field then splits the two spin bands by more than the bare Zeeman energy, so conduction-electron spin resonance should appear at the larger splitting. I can even calculate it.

**A:** Please do, with your conventions stated.

**Q:** I use atomic units, so ħ = 1. The field B is along z and ω_L = gμ_B B, with the Zeeman term +ω_L S_z, so spin down is favoured. Take an electron gas with contact repulsion I, in mean field. An electron feels the density of the opposite spin:

ε_k↑ = k²/2 + I n↓ + ω_L/2
ε_k↓ = k²/2 + I n↑ − ω_L/2

The splitting is the difference,

Δ = ω_L + I(n↓ − n↑).

Let N be the density of states per spin at the Fermi energy. For Δ far below the Fermi energy and at low temperature, the down band gains NΔ/2 electrons per volume and the up band loses as many, so n↓ − n↑ = NΔ. Therefore

Δ = ω_L + INΔ, or Δ = ω_L/(1 − IN), for IN < 1.

For the free gas N = k_F/(2π²) in atomic units. With k_F = 1 Å⁻¹ this is 6.65 × 10⁻³ per eV Å³, so for I = 90 eV Å³, IN = 0.598 and the factor is 2.49. A Zeeman energy of 0.001 eV becomes a splitting of 0.00249 eV. Is that not the resonance energy?

**A:** Your splitting is right within mean field. It is the cost of flipping one electron while all the others stay as they are. A uniform microwave field does something else: it couples to the total spin. We need the equation of motion of

S⁺ = Σ_k c†_k↑ c_k↓,

where k runs over any orthonormal set of orbitals.

**Q:** The Coulomb energy contains exchange integrals, which favour parallel spins. Surely they enter that equation?

**A:** Let us see. Without spin-dependent forces, the Hamiltonian apart from the Zeeman term is built from spin-summed operators E_ij = Σ_σ c†_iσ c_jσ:

H₀ = Σ h_ij E_ij + ½ Σ v_ijkl (E_ij E_kl − δ_jk E_il).

Here h_ij holds the kinetic energy, the lattice and impurity potentials, and the orbital action of the field. The v_ijkl are the Coulomb integrals, exchange integrals included. For fermions,

[c†_a c_b, c†_c c_d] = δ_bc c†_a c_d − δ_ad c†_c c_b.

Apply this to each term of [S⁺, E_ij]. The first delta requires k = i and σ = ↓; the second requires k = j and σ = ↑:

[S⁺, E_ij] = c†_i↑ c_j↓ − c†_i↑ c_j↓ = 0.

The adjoint relation gives [S⁻, E_ij] = 0, since E_ij† = E_ji. Because S_z = ½[S⁺, S⁻], it commutes with E_ij too. Products of E operators also commute with the total spin, so [H₀, S] = 0. Exchange integrals make the energy depend on the size of the total spin, but not on its direction.

**Q:** And with the field on?

**A:** Only the Zeeman term contributes. For H = H₀ + ω_L S_z,

[H, S⁺] = ω_L [S_z, S⁺] = ω_L S⁺,
dS⁺/dt = i[H, S⁺] = iω_L S⁺,
S⁺(t) = e^{iω_L t} S⁺(0).

This is Larmor's theorem for the spin. Between eigenstates n and m of H, the commutator gives

(E_m − E_n)⟨m|S⁺|n⟩ = ω_L ⟨m|S⁺|n⟩.

Either the matrix element vanishes or the transition energy is ω_L. No weak interaction, low temperature or perfect crystal was assumed.

**Q:** Then where did the enhancement go? The static susceptibility is the zero-frequency limit of the dynamic one, so it must be visible somewhere.

**A:** It is in the numerator. Add a weak rotating drive,

H′ = (b/2)(S⁺e^{−iωt} + S⁻e^{iωt}).

Since [H, S⁻] = −ω_L S⁻, [S⁺, S⁻] = 2S_z and [S⁻, S⁻] = 0,

dS⁻/dt = −iω_L S⁻ + i b e^{−iωt} S_z.

To first order in b, replace S_z by its equilibrium average. Setting ⟨S⁻⟩ = s e^{−iωt} gives

−iωs = −iω_L s + ib⟨S_z⟩,
s = b⟨S_z⟩/(ω_L − ω).

The pole is at ω_L and its strength is proportional to the polarization, which exchange enhances. At ω = 0 the drive is a static field b along x, and s = b⟨S_z⟩/ω_L. This says that the polarization turns with the slightly tilted total field. The enhanced static response and the unshifted pole belong to the same formula.

The same strength follows from counting transitions. With thermal probabilities p_n, absorption minus emission has the weight

Σ_nm (p_n − p_m)|⟨m|S⁺|n⟩|² = ⟨S⁻S⁺⟩ − ⟨S⁺S⁻⟩ = −2⟨S_z⟩.

The first average comes from summing over m in the p_n term, the second from summing over n in the p_m term.

**Q:** Can I see this in a system solved without mean field?

**A:** Take a five-site open chain with four electrons, hopping 1 eV, unequal site energies and kT = 0.25 eV. It is a small model for checking operator statements, not a quantitative metal. Diagonalization at ω_L = 0.001 eV gives ⟨S_z⟩ = −2.66 × 10⁻⁴ without repulsion and −1.17 × 10⁻³ with an on-site repulsion of 4 eV. The polarization and the line weight grow by a factor of 4.40. In both cases every allowed transition lies at 0.001000000 eV, which corresponds to 241.8 GHz.

The on-site form is not what protects the line. A second test used random spin-independent one-body terms and general Coulomb integrals, and its largest line error was 4 × 10⁻¹⁴ eV, at the level of rounding.

**Q:** I accept the theorem, but my mean-field bands are still split by Δ. Which step of my argument failed?

**A:** You held the exchange field still while the spins moved. Consider on-site repulsion U. Let n_i be the mean number of electrons on site i and m_i the mean of the Pauli vector σ there, so the local density matrix is ρ_i = (n_i + m_i·σ)/2. The Hartree–Fock potential is

U(tr ρ_i − ρ_i) = U n_i/2 − (U/2) m_i·σ.

A one-electron term ½ b·σ makes the spin density precess as dm/dt = b × m. The exchange field is b = −U m_i, so its torque is

−U m_i × m_i = 0.

In this convention the exchange field points opposite to the spin density that produces it, so it exerts no torque on it, and it turns with it. Hopping carries spin between sites but does not change the sum. What remains is

d(Σm_i)/dt = ω_L ẑ × Σm_i,

which is precession at ω_L.

**Q:** And if I insist on a frozen exchange field?

**A:** Let d_i = n_i↓ − n_i↑ in equilibrium. The frozen field on site i is (ω_L + U d_i)ẑ. Tilt all spins by the same angle. Each transverse component is then proportional to d_i with a common factor, which cancels from the initial precession rate:

rate = Σ(ω_L + U d_i)d_i / Σd_i = ω_L + U Σd_i²/Σd_i.

For the same chain in mean field, now with U = 1 eV, the d_i are 5.43, 1.34, 2.67, 0.61 and 5.56, in units of 10⁻⁴. Their sum is 15.61 × 10⁻⁴ and the sum of their squares is 69.7 × 10⁻⁸. The quotient is 4.47 × 10⁻⁴, so the initial frozen rate is

0.001 + 0.000447 = 0.001447 eV.

Direct propagation over a very short time with the field frozen gives this value. Later the rate changes somewhat, because hopping redistributes the transverse spin among sites with different frozen fields. When the exchange field follows the spins, propagation gives 0.001000000 eV.

**Q:** How does the cancellation look in my electron gas?

**A:** Let s now be the transverse spin amplitude per volume, and let d = n↓ − n↑, so the equilibrium S_z per volume is −d/2. With the longitudinal exchange field alone, the earlier response formula has Δ in place of ω_L. The transverse exchange field must be added to the drive. It is −I times the transverse Pauli density 2s, so b becomes b − 2Is:

(Δ − ω)s = −(d/2)(b − 2Is) = −db/2 + Ids.

Collecting the terms in s,

(Δ − Id − ω)s = −db/2.

By your own equation Δ − Id = ω_L. In numbers, 0.00249 − 0.00149 = 0.00100 eV. The longitudinal exchange field raises the cost of a single flip, and the transverse one returns the same amount when all spins turn together. Keeping the first without the second breaks the rotational symmetry of the Coulomb energy.

**Q:** Then why can conduction electrons have a g value different from the free one, and can the Coulomb interaction ever influence it?

**A:** Spin-orbit coupling H_so adds a term:

[H, S⁺] = ω_L S⁺ + [H_so, S⁺].

The equation is no longer closed, so interactions may matter. A solvable case shows how. On an open chain, let each hop turn the spin by θ about y:

H_hop = −t Σ_j (c†_{j+1} e^{−iθσ_y/2} c_j + h.c.).

Here c_j has two spin components. Define new operators by c_j = e^{−ijθσ_y/2} d_j. The phases in a hop are then (j + 1) − 1 − j = 0 in units of iθσ_y/2, which leaves d†_{j+1}d_j. Site energies and on-site repulsion depend on the site occupation alone and do not change. The coupling has left H₀, but it reappears in the Zeeman term. Since σ_z anticommutes with σ_y,

e^{ijθσ_y/2} σ_z e^{−ijθσ_y/2} = σ_z e^{−ijθσ_y} = σ_z cos jθ − σ_x sin jθ.

**Q:** So the field sees spins whose axes differ from site to site?

**A:** Yes. Take three electrons with a spin-½ ground doublet, described by Pauli matrices τ. In the new variables H₀ is rotationally invariant, so each site spin projects onto the doublet as w_j τ/2. The total spin is τ/2, hence Σw_j = 1. To first order in the field, the Zeeman term is

(ω_L/2)[τ_z Σw_j cos jθ − τ_x Σw_j sin jθ].

Its splitting is ω_L times the length of the vector formed by the two sums:

g_perp = g |Σ_j w_j e^{ijθ}|.

A field along x gives the same value. For a field along y the rotations change nothing, and g_parallel = g. A straight chain encloses no flux, so this model has no orbital Zeeman term.

When the total rotation across the occupied sites is small, θ² Var(j) ≪ 1 with Var(j) defined below,

|Σw_j e^{ijθ}|² = Σ_jk w_j w_k cos[(j − k)θ] ≈ 1 − θ² Var(j),

because Σ_jk w_j w_k (j − k)² = 2 Var(j), with Var(j) = Σw_j j² − (Σw_j j)². The square root gives

g_perp ≈ g[1 − θ² Var(j)/2].

At θ = 0 the shift vanishes for any U. Small θ alone is not enough: for a state spread over the chain, Var(j) grows as the square of its length, so in a long chain the expansion fails and g_perp falls far below g. The doublet picture also needs ω_L smaller than the gap to the next level. The model therefore describes a small cluster and shows how interactions can enter; it does not give the g shift of a bulk metal.

**Q:** So U enters through the weights?

**A:** Yes, in this model. Take θ = 0.3, chosen large to make the effect visible. Without repulsion Var(j) = 2.71 and g_perp = 1.765. With U = 4 eV the middle site has the negative weight −0.136, more weight sits on the end sites, Var(j) = 3.50 and g_perp = 1.695. The small-θ formula gives 1.758 and 1.687, close to the full values. The resonance energies are 0.000881 and 0.000847 eV, while g_parallel stays at 2.002. The repulsion acts by redistributing the spin among sites with different axes; in this chain the susceptibility enhancement does not multiply the g value.

**Q:** Is spin-orbit coupling the only way out of the theorem?

**A:** No. If the g factors differ between sites, then

[Σ_j ω_j S_jz, S⁺] = Σ_j ω_j S_j⁺,

which is proportional to S⁺ only when all ω_j are equal. A nonuniform static field does the same. Magnetic dipole coupling, hyperfine fields and magnetic impurities act on the electron spins and break the premise [H₀, S] = 0 for the electron spin S. An impurity with isotropic exchange and the same g is an exception: the combined spin of electrons and impurity is conserved, a uniform field drives that combined spin, and the line stays at ω_L. A drive that varies in space couples to a position-weighted sum of the spins rather than to the total spin alone, and that operator need not commute with the kinetic energy. Such a drive leaves H unchanged, so it does not move the line at ω_L; it excites other transitions, whose energies can depend on the interaction. In each case an interaction-dependent shift becomes possible, though not guaranteed. Spin-orbit coupling is similar in this respect: in the chain above it shifted g_perp but left g_parallel at its free value. The main computed values are in the numerical output below.

Values computed for the example and the checks

```
Zeeman energy w_L: 0.001000 eV
w_L as frequency: 241.80 GHz
free-electron g: 2.002319
-- electron gas, contact repulsion --
k_F: 1.000 1/angstrom; Fermi energy: 3.8100 eV
density: 0.033774 1/angstrom^3
N per spin: 6.648403e-03 1/(eV angstrom^3)
I: 90.0 eV angstrom^3; I*N: 0.59836
Stoner factor 1/(1-I*N): 2.48977
polarization enhancement, solved: 2.48977
n_down - n_up: 1.655298e-05 1/angstrom^3
spin splitting, solved: 0.0024898 eV
exchange part of splitting: 0.0014898 eV
-- exact chain, 5 sites, 4 electrons --
hopping: 1.00 eV; kT: 0.25 eV
site energies (eV): 0.0 0.3 -0.2 0.1 -0.3
U=0.0 eV: lines from 0.001000000 to 0.001000000 eV
U=0.0 eV: <S_z>=-2.662830e-04, net weight=5.325660e-04
U=4.0 eV: lines from 0.001000000 to 0.001000000 eV
U=4.0 eV: <S_z>=-1.170991e-03, net weight=2.341982e-03
polarization ratio, U=4.0 to U=0: 4.3975
general Coulomb: largest line error 4.0e-14 eV
-- mean-field chain, 4 electrons, tilt 0.3 rad --
U in mean field: 1.00 eV
n_down - n_up by site: 5.434e-04 1.342e-04 2.670e-04 6.076e-05 5.560e-04
precession, field follows: 0.001000000 eV
initial precession, field frozen: 0.001446647 eV
frozen-field formula: 0.001446660 eV
-- spin-orbit chain, 3 electrons --
theta per hop: 0.30 rad
U=0.0 eV: w_j = 0.2564 0.2513 0.0197 0.1524 0.3202
U=0.0 eV: variance of j = 2.7093
U=0.0 eV: g_perp=1.764612, g_parallel=2.002319
U=0.0 eV: g_perp from weights=1.764612
U=0.0 eV: g_perp resonance=0.0008813 eV
U=4.0 eV: w_j = 0.3816 0.2187 -0.1364 0.1278 0.4083
U=4.0 eV: variance of j = 3.5049
U=4.0 eV: g_perp=1.695219, g_parallel=2.002319
U=4.0 eV: g_perp from weights=1.695219
U=4.0 eV: g_perp resonance=0.0008466 eV
```
